\section*{Optimum aperture of an electron probe limited by diffraction and spherical aberration, part 2}

The problem is to choose the half-angle $\alpha$ of the cone of electrons converging on the resist in an electron-beam writer, so that the probe is smallest. The aperture is round and uniformly filled, angles are small, and the focus may be adjusted for each aperture. The source is at first a point emitting electrons of one energy. Every diameter is that of the smallest centred circle holding half the current.

For kinetic energy $E$, electron mass $m$, speed of light $c_0$ and Planck constant $h$, the wavelength is
\begin{equation}
\lambda=\frac{h}{\sqrt{2mE\,(1+E/2mc_0^2)}} .
\label{eq:lambda}
\end{equation}
At 100 keV, $\lambda=3.701$ pm. We write $k=2\pi/\lambda$, $\theta$ for the angle of a ray or plane-wave component to the axis, and $r$ for the distance from the axis. The spherical aberration coefficient $C_s$ is referred to the resist side. In a plane a distance $z$ from the paraxial focus towards the lens, a ray is displaced by
\begin{equation}
x(\theta)=C_s\theta^3-z\theta .
\label{eq:ray}
\end{equation}

Diffraction alone gives the diameter $a\lambda/\alpha$, with $a=0.5348$. Ray optics gives the spherical blur $bC_s\alpha^3$, with $b=0.1768$, at the best focus $z=\tfrac38C_s\alpha^2$. The two were combined by an assumed rule,
\begin{equation}
d^p=\left(\frac{a\lambda}{\alpha}\right)^p+\left(bC_s\alpha^3\right)^p,
\qquad p>0 ,
\label{eq:sum}
\end{equation}
for which the diameter $d$ is least at
\begin{equation}
\alpha_{\rm opt}=\left(\frac{a}{3^{1/p}b}\right)^{1/4}
\left(\frac{\lambda}{C_s}\right)^{1/4}.
\label{eq:aopt}
\end{equation}
Quadrature is the case $p=2$. For 100 keV and $C_s=40$ mm it gives 3.566 mrad and a minimum diameter $d_{\min}=0.641$ nm, while $p=4$ gives 3.819 mrad and 0.557 nm. We now treat the aberration as a phase in the converging wave, which removes the need for an addition rule, and then return to quadrature to include a finite source and a spread of energies.

\subsection{The scaling without an addition rule}

An aberration changes the phase of each plane wave in the converging cone. Let the component with transverse direction $\boldsymbol\theta$ carry the phase $k\boldsymbol\theta\cdot\mathbf r-\chi(\theta)$. The ray belonging to this component passes through the point where the phase is stationary with respect to $\boldsymbol\theta$, which lies at the displacement $\chi'(\theta)/k$. This must equal the ray displacement $C_s\theta^3-z\theta$. Integration, with $\chi(0)=0$, gives
\begin{equation}
\chi(\theta)=k\left(\frac{C_s\theta^4}{4}-\frac{z\theta^2}{2}\right).
\label{eq:chi}
\end{equation}
The azimuthal integral again produces a Bessel function, and the amplitude is
\begin{equation}
\psi(r)=\int_0^\alpha J_0(k\theta r)e^{-i\chi(\theta)}\theta\,d\theta .
\label{eq:wave}
\end{equation}
Parseval's relation for this transform states that
\begin{equation}
\int_0^\infty|\psi|^2r\,dr
=\frac1{k^2}\int_0^\alpha|e^{-i\chi}|^2\theta\,d\theta
=\frac{\alpha^2}{2k^2}.
\end{equation}
The factor $1/k^2$ arises because the transform variable is $k\theta$, not $\theta$. The fraction of current within radius $R$ is consequently
\begin{equation}
F(R)=\frac{2k^2}{\alpha^2}\int_0^R|\psi(r)|^2r\,dr .
\label{eq:fraction}
\end{equation}

\paragraph{Theorem 2.} Within the model of Eqs.~\eqref{eq:wave} and \eqref{eq:fraction}, if the half-current diameter is least at some aperture and focus for one pair $(\lambda,C_s)$, then for every other pair it is least at an aperture and diameter given by
\begin{equation}
\alpha_{\rm opt}=T_*\left(\frac\lambda{C_s}\right)^{1/4},
\qquad
d_{\min}=D_*(C_s\lambda^3)^{1/4},
\label{eq:wavescale}
\end{equation}
with the same pure numbers $T_*$ and $D_*$.

\paragraph{Proof.} Introduce dimensionless variables through
\begin{align}
\theta&=\left(\frac\lambda{C_s}\right)^{1/4}t, &
\alpha&=\left(\frac\lambda{C_s}\right)^{1/4}T, \nonumber\\
r&=(C_s\lambda^3)^{1/4}\rho, &
z&=(C_s\lambda)^{1/2}\zeta .
\end{align}
The argument of the Bessel function becomes
\begin{equation}
k\theta r=\frac{2\pi}{\lambda}
\left(\frac\lambda{C_s}\right)^{1/4}(C_s\lambda^3)^{1/4}t\rho
=2\pi t\rho .
\end{equation}
The two parts of the phase become
\begin{equation}
\frac{kC_s\theta^4}{4}=\frac{\pi t^4}{2},
\qquad
\frac{kz\theta^2}{2}=\pi\zeta t^2 .
\end{equation}
Since $\theta\,d\theta=(\lambda/C_s)^{1/2}t\,dt$, the amplitude is $\psi=(\lambda/C_s)^{1/2}\Psi$, where
\begin{equation}
\Psi(\rho)=\int_0^TJ_0(2\pi t\rho)
\exp\left[-i\pi\left(\frac{t^4}{2}-\zeta t^2\right)\right]t\,dt .
\end{equation}
In Eq.~\eqref{eq:fraction} the factors outside the integral supply $\lambda^{-2}(\lambda/C_s)^{-1/2}$, the squared amplitude supplies $\lambda/C_s$, and $r\,dr$ supplies $(C_s\lambda^3)^{1/2}$. The powers of $\lambda$ add to $-2-\tfrac12+1+\tfrac32=0$, and those of $C_s$ to $\tfrac12-1+\tfrac12=0$. What remains is
\begin{equation}
F=\frac{8\pi^2}{T^2}\int_0^{\rho_R}|\Psi(\rho)|^2\rho\,d\rho,
\qquad \rho_R=\frac{R}{(C_s\lambda^3)^{1/4}} .
\end{equation}
No $\lambda$ or $C_s$ is left. The half-current diameter divided by $(C_s\lambda^3)^{1/4}$ depends on $T$ and $\zeta$ alone, so a minimum in these variables serves every pair. This completes the proof.

The proof does not use the fraction one half in any special way. A diameter holding another fixed fraction would have the same exponents with other constants. The quarter power thus comes from the fourth-order phase: at the natural angle, the path difference $C_s\theta^4/4$ is a fixed fraction of a wavelength.

\subsection{The wave-optical constants}

The constants require a numerical search. For each aperture the integral in Eq.~\eqref{eq:wave} was evaluated by Gauss--Legendre quadrature with 256 points, the enclosed current was obtained by integrating a cubic spline, and the diameter was minimised over focus. The aperture was then varied between 2.5 and 10 mrad. For 100 keV and 40 mm the result is
\begin{equation}
\alpha_{\rm opt}=4.167\ {\rm mrad},\qquad d_{\min}=0.534\ {\rm nm},
\end{equation}
which corresponds to $T_*=1.344$ and $D_*=0.447$. The best focus is $z=0.484\,C_s\alpha^2$.

The same search with the wavelength raised to 12.2 pm, the value at 10 keV, gives 5.615 mrad at the same $C_s$. With the original wavelength and $C_s$ reduced to 5 mm it gives 7.008 mrad. The second ratio, $7.008/4.167=1.682$, is $8^{1/4}$, as Theorem 2 requires.

Relative to the wave result, the quadrature rule gives an aperture 14\% too small and a diameter 20\% too large. The rule with $p=4$ is closer for this criterion: its angle is 8\% too small and its diameter 4\% too large. If the aperture is set at the quadrature value of 3.566 mrad and the focus is readjusted, wave optics gives 0.573 nm, which is 7\% above the minimum. The rule is a better guide to the aperture setting than to the diameter.

The wave-optical minimum is not symmetric. An aperture 20\% below 4.167 mrad raises the diameter by about 13\%, but one 20\% above it roughly doubles the diameter, even with the best focus. The central peak then holds less than half the current, and the half-current circle has to reach into the first bright ring. For a monochromatic point source, if two available apertures lie about 20\% below and 20\% above the optimum, the smaller is therefore the better choice.

The phase at the optimum shows why the ray coefficient is unreliable there. With $u=\theta^2/\alpha^2$ and $\kappa=z/(C_s\alpha^2)$, Eq.~\eqref{eq:chi} gives the path difference in wavelengths,
\begin{equation}
\frac{\chi}{2\pi}=T_*^4\left(\frac{u^2}{4}-\frac{\kappa u}{2}\right).
\end{equation}
For $\kappa=0.484$ the bracket has its lowest value, $-\kappa^2/4=-0.059$, at $u=\kappa$, and its highest, $1/4-\kappa/2=0.008$, at $u=1$. Since $T_*^4=3.26$, the whole range is about $3.26\times0.067=0.22$ wavelength. Ray optics is the stationary-phase limit of the wave integral and needs phases that vary by many cycles. At the optimum they vary by about a fifth of one. The spherical blur at this aperture is not a separate disc of rays; it is a modest redistribution of current within a diffraction pattern.

\subsection{A finite source and a spread of energies}

A real source has a finite image. Let $I$ be the beam current and $B_r$ the reduced brightness. The latter is defined here through the half-current diameter $d_I$ of the source image,
\begin{equation}
I=B_rV^*\,\frac{\pi d_I^2}{4}\,\pi\alpha^2,
\qquad
V^*=\frac Ee\left(1+\frac{E}{2mc_0^2}\right),
\end{equation}
where $e$ is the elementary charge. Solving for the diameter gives
\begin{equation}
d_I=\frac s\alpha,\qquad
s=\frac2\pi\sqrt{\frac{I}{B_rV^*}} .
\end{equation}
The source blur has the same dependence on angle as diffraction. It also has the same dependence on wavelength if $I$ and $B_r$ are fixed. Equation~\eqref{eq:lambda} gives $V^*=h^2/(2me\lambda^2)$, and hence $s\propto\lambda$. A finite source then enlarges the effective coefficient $a$ and leaves the quarter-power law intact.

An energy spread acts differently. Let $C_c$ be the chromatic coefficient, defined by a focal shift $\Delta f=C_c\,\delta V^*/V^*$. Differentiating $V^*$ gives, for an energy deviation $\delta E$,
\begin{equation}
\Delta f=C_c\frac{\delta E}{E}\,
\frac{1+E/mc_0^2}{1+E/2mc_0^2}.
\end{equation}
With the mean energy in focus, a ray misses the axis by $\theta|\Delta f|$. Take a Gaussian energy distribution, and let $q$ be the deviation in units of its standard deviation. Let $w$ be the circle radius divided by the displacement of the outermost ray at $|q|=1$. All the current at $|q|\le w$ lies in the circle, and a fraction $w^2/q^2$ of it at larger $|q|$. With $\phi$ the normal density, the enclosed fraction is
\begin{align}
F_c&=\operatorname{erf}\frac{w}{\sqrt2}
+2w^2\int_w^\infty\frac{\phi(q)}{q^2}\,dq \nonumber\\
&=\operatorname{erf}\frac{w}{\sqrt2}+2w\phi(w)
-w^2\operatorname{erfc}\frac{w}{\sqrt2}.
\end{align}
The second line follows by parts, with $\phi'=-q\phi$. Setting $F_c=1/2$ gives $w=0.405$ numerically. The full width at half maximum, $\Delta E$, is $2\sqrt{2\ln2}=2.355$ standard deviations. The diameter is therefore $c\alpha$, with
\begin{equation}
c=0.344\,C_c\frac{\Delta E}{E}\,
\frac{1+E/mc_0^2}{1+E/2mc_0^2},
\end{equation}
where $0.344=2w/2.355$. This is a ray result and has the same limit as the coefficient $b$: it is reliable only when the focal spread changes the phase at the aperture edge by many cycles. In the 100 keV example below, one standard deviation of $\Delta f$ is 148 nm and the corresponding path difference $\alpha^2\Delta f/2$ is only about 0.27 wavelength, so there $c\alpha$ is a rough estimate.

\paragraph{Theorem 3.} If all four blurs are added in quadrature, the optimum satisfies
\begin{equation}
\alpha_{\rm opt}^4=\frac{-c^2+\sqrt{c^4+12AB}}{6B},
\label{eq:full}
\end{equation}
where $A=(a\lambda)^2+s^2$ and $B=(bC_s)^2$.

\paragraph{Proof.} The squared diameter is $A\alpha^{-2}+B\alpha^6+c^2\alpha^2$. Its derivative is
\begin{equation}
2\alpha\left(-A\alpha^{-4}+3B\alpha^4+c^2\right).
\end{equation}
The bracket increases from minus to plus infinity, so its one zero is the minimum. Multiplication by $\alpha^4$ gives $3B\alpha^8+c^2\alpha^4-A=0$, a quadratic equation for $\alpha^4$. Equation~\eqref{eq:full} is its positive root.

When $c^4\ll12AB$, the root becomes $\alpha^4=\sqrt{A/3B}$, which is the earlier law with $a\lambda$ replaced by $\sqrt A$. When $c^4\gg12AB$, the spherical term drops out and $\alpha^4=A/c^2$. For fixed $I$, $B_r$, $C_c$ and $\Delta E$, and nonrelativistic electrons, $A\propto\lambda^2$ and $c\propto1/E\propto\lambda^2$. The optimum angle then varies as $\lambda^{-1/2}$ and decreases as the wavelength grows. The quarter-power law fails in sign as well as in size.

\subsection{A 100 keV writer}

Take $C_s=C_c=40$ mm, $\Delta E=0.8$ eV, $B_r=10^8$ A/(m$^2$\,sr\,V) and $I=0.1$ nA. These are rough values for a Gaussian-beam writer with a field-emission source, at the low end of its useful currents. The two numerators that scale as $1/\alpha$ are
\begin{equation}
a\lambda=1.98\ {\rm pm},\qquad s=1.92\ {\rm pm},
\end{equation}
so source and diffraction contribute almost equally. At the ideal quadrature optimum of 3.566 mrad the blurs are 0.555 nm from diffraction, 0.539 nm from the source, 0.321 nm from spherical aberration and 0.428 nm from the energy spread. Their quadrature sum is
\begin{equation}
\sqrt{0.555^2+0.539^2+0.321^2+0.428^2}=0.940\ {\rm nm}.
\end{equation}

For Eq.~\eqref{eq:full}, $A=1.98^2+1.92^2=7.61$ pm$^2$ and $bC_s=7.07$ mm. The chromatic blur above gives $c=0.428\ {\rm nm}/3.566\ {\rm mrad}=120$ nm per radian. The result is
\begin{equation}
\alpha_{\rm opt}=3.675\ {\rm mrad},\qquad d_{\min}=0.939\ {\rm nm}.
\end{equation}
The angle has moved by 3\%, while the diameter is 46\% above the ideal 0.641 nm. Within the quadrature rule, the small shift is a cancellation. The source alone would raise the angle by the factor $(\sqrt A/a\lambda)^{1/4}=1.09$, and the energy spread brings it down again.

Here $c^4/(12AB)$ is about 0.05, and the chromatic correction to the angle is modest. At 10 keV, with the other inputs kept, $c$ is about 9.3 times as large and $\lambda$ 3.3 times. The ratio becomes $0.045\times9.3^4/3.3^2$, or about 30. Energy spread then controls the aperture, and the 5.615 mrad found above for a monochromatic beam would be a poor setting.

Several omitted effects can be sized. If the beam is focused at the middle of a 50 nm resist film, the outermost rays span $3.675\times10^{-3}\times50=0.18$ nm at the two faces, and the half-current diameter of this ray cone is smaller by $\sqrt2$, or 0.13 nm. The defocus of 25 nm is small against $\lambda/\alpha^2=274$ nm, so the real effect is weaker still: for a monochromatic point source Eq.~\eqref{eq:wave} gives a half-current diameter only about 0.5\% above its best-focus value. A fifth-order coefficient equal to $C_s$ would give a blur smaller than the third-order one by a factor of order $\alpha^2=1.4\times10^{-5}$; a coefficient roughly a thousand times larger would be needed to reach one per cent. The mean axial distance between electrons, their speed times $e/I$, is 0.26 m. Few electrons are then in a column of ordinary length together, which suggests weak Coulomb interaction below the final aperture. It does not settle the matter near the source, where the current is larger.

In a real writer the assumption that fails most visibly is that the probe sets the feature size. Electrons scatter in the film and release secondaries that expose resist away from the beam. With a rough resist blur of 5 nm, quadrature gives $\sqrt{5^2+0.939^2}=5.09$ nm. Half-current diameters do not in general add in quadrature, so this is a rough figure. Within the quadrature rule, a blur that does not depend on $\alpha$ leaves the optimum angle in place but makes it matter little. If the resist blur is that large, a larger current may be worth more than the smallest probe. Deflection aberrations, vibration and focus errors across the writing field are also absent from the model, so 0.94 nm is an estimate for an undeflected beam and not a prediction of printed resolution.

Numerical values quoted here were computed with a short program.
